Comment: Does recombination heat a surface with the full bond energy?

**The argument under review**

A small nickel bead with an oxidised surface sits in an oxygen discharge. Atoms recombine on it and heat it. When the discharge is switched off, the initial cooling rate gives the heat flux q that the bead had been receiving. The argument then runs as follows. Each molecule formed releases its bond energy D0. Two atoms are used per molecule. The recombination probability γ is known from a separate measurement of atom loss. The atom density is therefore

n_app = 8q/(γ v̄ D0),

where v̄ is the mean atom speed.

The use of the cooling curve is sound under conditions given below, and the count of two atoms per molecule is right. The step that needs examination is the passage from "released" to "received by the bead". How much of D0 stays in the surface, and what does the answer do to the density?

**Energy balance of the surface**

Let the gas near the bead have temperature Tg and the surface temperature Tw. For a Maxwell distribution, the number of atoms arriving with normal velocity u is weighted by u exp(−mu²/2kTg). Integration over u > 0 gives the flux

Γ = n √(kTg/2πm) = n v̄/4, with v̄ = √(8kTg/πm).

With E = mu²/2 we have u du = dE/m, so the normal energy of arriving atoms has weight exp(−E/kTg) and mean kTg. The two parallel directions add kTg/2 each. An arriving atom thus brings 2kTg on average. I assume that the chance of capture does not depend on this energy.

Consider direct pick-up: one atom adsorbs, and a later atom from the gas takes it away as a molecule. Let E_a be the heat released when an atom adsorbs from rest and settles. Let E_out be the mean energy of the departing molecule, translation plus rotation plus vibration, with vibration counted from v = 0, as D0 is. The heats given to the surface are

adsorption: E_a + 2kTg
pick-up: D0 − E_a + 2kTg − E_out.

At steady coverage both events occur at the same rate R per area. Together they consume two atoms, so 2R = γΓ and R = γΓ/2. Adding the two heats removes E_a:

q = (γΓ/2) Q, Q = D0 + 4kTg − E_out.

If instead two adsorbed atoms meet and leave together, the sum is 2(E_a + 2kTg) + (D0 − 2E_a − E_out), which is the same Q. The binding to the surface affects the result only through E_out.

Define β = Q/D0. Since Γ = n v̄/4, the heat flux is q = γ n v̄ β D0/8, and the reviewed formula returns

n_app = βn.

The density is read low when β < 1, that is, when E_out > 4kTg. The departing molecule must carry away more than the two atoms brought in as kinetic energy.

**Fast departure**

Suppose the molecule leaves over a bottleneck whose potential energy is E_b above that of the free molecule at rest, and suppose the flux over the top is thermal at Tw. By the flux average above, the normal energy at the top has mean kTw. The molecule then slides down and gains E_b in the normal direction. The parallel motion keeps kTw. Hence

K_out = E_b + 2kTw.

For direct pick-up there is no general reason for the flux at the top to be thermal, so there this expression is a model assumption. I also take the rotation as thermal, with mean energy kTw.

**Vibrational excitation**

Suppose the new molecule is released suddenly, with its bond longer than the equilibrium length by Δ. In atomic units, let x be the bond extension, μ the reduced mass, and

V = De(1 − e^(−ax))² = De(1 − 2e^(−ax) + e^(−2ax)), a = ω√(μ/2De),

where ω is the harmonic quantum. The state at release is taken as a real Gaussian ψ ∝ exp[−(x − Δ)²/4σ²], whose probability density has mean Δ and variance σ². Completing the square in the exponent gives, for any constant c,

⟨e^(−cx)⟩ = exp(−cΔ + c²σ²/2).

We need c = a and c = 2a. For the kinetic energy, ψ′ = −(x − Δ)ψ/2σ², so ⟨p²⟩ = ∫ψ′² dx = σ²/4σ⁴ = 1/4σ². Therefore

⟨H⟩ = De[1 − 2e^(−aΔ + a²σ²/2) + e^(−2aΔ + 2a²σ²)] + 1/(8μσ²),

E_vib = ⟨H⟩ − E_0, E_0 = ω/2 − ω²/(16De).

I take σ² = 1/(2μω), the harmonic ground-state width, so the kinetic term is ω/4. For small aΔ and aσ the potential term becomes De a²(Δ² + σ²). Since De a² = μω²/2, its σ² part is another ω/4. The two quarters cancel the zero-point energy ω/2, leaving E_vib ≈ μω²Δ²/2, the elastic energy of the stretched bond. The next term of the expansion, −De a³(Δ³ + 3Δσ²), has relative size aΔ + 3aσ²/Δ, so this form needs Δ well above 3aσ² as well as aΔ small. For the molecule below, 3aσ² is about 0.011 angstrom, and at Δ = 0.02 angstrom the full expression gives 0.008 eV against the harmonic 0.015 eV. The surface does not receive this energy because the molecule leaves with it.

**Numbers for an oxygen-like molecule**

The model molecule has De = 5.20 eV, a quantum of 0.20 eV and the mass of O2. These give D0 = 5.100 eV, a = 2.713 per angstrom and σ = 0.0361 angstrom. I choose Δ = 0.20 angstrom and E_b = 0.30 eV.

Then aΔ = 0.5426 and a²σ² = 0.0096. The two exponentials are 0.5840 and 0.3444, and the potential energy is 5.20 × (1 − 1.1680 + 0.3444) = 0.917 eV. Adding the kinetic 0.050 eV and subtracting E_0 = 0.0995 eV gives E_vib = 0.867 eV. The most likely level is v = 5. The harmonic limit would give 5.20 × 0.543² = 1.53 eV; it is far too large here because aΔ is not small and the Morse well softens on stretching.

The bead, 1.0 mm in diameter, is in gas at 300 K and 0.03 Torr with a true atom density of 1.00 × 10¹⁴ cm⁻³ and γ = 0.27. Balancing the recombination heat against radiation (with an assumed emissivity of 0.3; a value of 0.6 would give about 425 K and leave β at 0.77) and gas conduction puts the bead at about 467 K, where kTw = 0.040 eV. The budget per molecule is:

brought in by the two atoms: 0.103 eV
carried out as translation: 0.300 + 0.080 = 0.380 eV
carried out as rotation: 0.040 eV
carried out as vibration: 0.867 eV.

Summed before rounding, these give E_out = 1.288 eV and Q = 5.100 + 0.103 − 1.288 = 3.92 eV (0.144 hartree), so β = 0.77.

The atom flux is 1.575 × 10¹⁸ cm⁻² s⁻¹. Multiplication by γ/2 = 0.135 gives 2.13 × 10¹⁷ molecules per cm² and second. At the full bond energy they would deliver 0.174 W/cm²; the simulated cooling curve gives 0.133 W/cm². The reviewed formula turns the latter into 7.7 × 10¹³ cm⁻³, which is 23% below the true density. The correction factor is 1/β = 1.30.

The channels can be separated with the bead temperature held at its value above. With vibration but no push-off energy, β = 0.83; with push-off but no vibration, β = 0.94; with neither, β = 0.997. In this example vibration causes most of the deficit.

The balance was also tested by following individual atoms on a surface, with sticking probability 0.54 on empty sites and pick-up probability 0.18 on occupied ones. Equal rates require 0.54(1 − θ) = 0.18θ, so the coverage is θ = 0.75 and γ = 0.135 + 0.135 = 0.27. The heat tallied event by event gave β = 0.767, against 0.768 from the formula. The sampling noise is a few tenths of a percent to one percent, so the test is no sharper than that.

**How small can β be?**

In direct pick-up, suppose the surface gives no net heat to the product. Then the pick-up heat above cannot be negative, so E_out ≤ D0 − E_a + 2kTg and

Q ≥ E_a + 2kTg.

With E_a = 3.00 eV, the value chosen here, the floor is β = 0.60. The product may carry at most 2.15 eV on average, and the assumed mean of 1.29 eV respects this. The floor does not apply to two adsorbed atoms leaving together with this E_a: 2E_a = 6.00 eV exceeds D0, and the surface must then supply heat for the departure.

**When the reading is not low**

The sign is conditional. If the gas is at 1500 K, the surface is held at the same temperature as before, and the product leaves with neither push-off nor vibration, then 4kTg = 0.517 eV exceeds E_out = 0.121 eV. The result is β = 1.08, and the recombination heat alone makes the density read high. Hot gas also heats the bead directly; if the gas cools soon after switch-off, the loss of that heating raises the reading further.

The bias also nearly disappears if γ was obtained from the heating of the same bead at a known atom density. Such a calibration yields the product γβ, which is what the reading needs. At 2.0 × 10¹³ cm⁻³ it gives an effective γ of 0.209, and the example is then read as 9.9 × 10¹³ cm⁻³. The remaining deficit is 0.9%. The bead was 124 K colder during calibration, so each product carried 3k × 124 K = 0.032 eV less, which is 0.8% of Q and accounts for nearly all of it. The vibrational and push-off energies were held fixed in this comparison, and cooling by reflected atoms was left out. That cooling is stronger on the hotter bead and by itself would add up to about 3% to the deficit. After switch-off, however, the vanished atoms have become molecules that strengthen gas conduction, which offsets most of this.

Finally, the excited molecule must not bring its energy back. Let p be the probability that a particle leaving the bead diffusely returns to it, and γ_v the probability that a hit removes the vibration. If the gas itself does not quench it, summing over repeated returns gives the recovered fraction

pγ_v[1 + p(1 − γ_v) + …] = pγ_v/[1 − p(1 − γ_v)].

With a rough mean free path of 2.6 mm, p = 0.073, and even for γ_v = 1 the recovered heat is 1.6% of Q. The path is uncertain: values from 1.8 mm (from the viscosity of O2) to 3.6 mm (from its diffusion coefficient) give p from about 0.10 to 0.05 and a recovered heat from about 2.3% to 1.2%. As p approaches 1, for a bead much larger than the mean free path, the fraction approaches 1 and the vibrational deficit closes. Energy that does not return to the bead goes to the gas or to other walls; a low β at one surface is not a loss from the vessel.

**Bearing on a real probe**

The pressure, density, bead size and γ are round values in the rough range of catalytic probes in low-pressure oxygen discharges. The stretch, push-off energy and binding are model choices, so β = 0.77 is a result of this model and not a property of oxidised nickel.

The cooling method needs the atoms to vanish before the bead cools appreciably. With a rough wall loss probability of 0.01 and a vessel volume-to-surface ratio of 4 cm, they decay in 25 ms, against 82 s for the bead.

Real discharges also break the assumption that recombination is the sole heating that stops at switch-off. Relative to the heat read, ions add about 6.5% at a plasma density of 10¹⁰ cm⁻³, an electron temperature of 3 eV and 30 eV per ion, if they arrive with the flux to a flat wall. This is a low estimate. The bead radius is only about four Debye lengths, so the bead draws ions from an area larger than its own, and the ion heat can be several times greater. Metastable molecules add about 1% if a tenth of the molecules carry 1 eV and one hit in a hundred removes it. In the other direction, reflected atoms can cool the bead by up to 4%, and atom depletion near it lowers the incident flux by 2%. If a tenth of the products also carried 1 eV of electronic energy, Q would fall by a further 2.6%. One further effect raises the reading: the molecules formed from the vanished atoms strengthen gas conduction after switch-off, which steepens the cooling by about 3% at fixed gas volume.

Cancelling the 23% deficit would take a rise of 30% in the heat read. With the flat-wall ion flux the upward effects fall well short of this, but with stronger ion collection they can come close to it. The ion heat must therefore be measured or estimated for the actual bead. An error in γ can also hide the deficit: n_app varies as 1/γ, so a γ that is 23% too small would do so.

**Requested revision**

The density should be given as n = 8q/(γ v̄ β D0), with β measured or bounded for the surface used, or else obtained from a calorimetric calibration under similar conditions. If neither is available, the value reported is βn, and it may be called a lower limit only after E_out > 4kTg has been made plausible and the other heat sources and the error in γ have been accounted for. The program contains all parameters used here, and its output lists the main values.

Numbers as computed

```
Morse well depth: 5.20 eV
harmonic quantum: 0.20 eV
bond energy D0: 5.100 eV
Morse range parameter a: 2.713 1/angstrom
stretch at release: 0.20 angstrom
packet width sigma: 0.0361 angstrom
most likely v: 5
its probability: 0.271
push-off energy: 0.30 eV
adatom binding: 3.00 eV
gamma: 0.27
sticking on empty site: 0.54
pick-up on occupied site: 0.18
gas temperature: 300 K
pressure: 0.03 Torr
true atom density: 1.00e+14 cm^-3
bead diameter: 1.0 mm
mean atom speed: 630 m/s
atom flux: 1.575e+18 cm^-2 s^-1
bead temperature: 466.6 K
energy brought by atom pair: 0.103 eV
mean vibrational energy out: 0.867 eV
mean translational energy out: 0.380 eV
mean rotational energy out: 0.040 eV
total energy out: 1.288 eV
energy available to product: 2.152 eV
share of v above mean budget: 2.2e-04
heat per molecule Q: 3.916 eV
heat per molecule Q: 0.1439 hartree
beta, both channels: 0.768
beta, event simulation: 0.767
beta, vibration only: 0.827
beta, fast exit only: 0.938
beta, cold slow product: 0.997
beta, same but gas at 1500 K: 1.078
floor of beta, direct pick-up: 0.598
heat flux if full bond energy: 0.1738 W/cm2
heat flux from cooling slope: 0.1333 W/cm2
initial cooling rate: 2.04 K/s
apparent atom density: 7.670e+13 cm^-3
correction factor 1/beta: 1.303
calibration density: 2.0e+13 cm^-3
bead temperature there: 342.9 K
calorimetric gamma: 0.2089
density with that gamma: 9.912e+13 cm^-3
mean free path: 2.59 mm
return probability to bead: 0.073
atom depletion at bead: 2.1 %
vib heat back, quench 0.1: 0.17 %
vib heat back, quench 1: 1.62 %
ion heating (1e10 cm^-3, 30 eV): 6.5 %
metastables (10%, quench 0.01): 1.2 %
cooling by reflected atoms, max: 4.0 %
10% products with 1 eV electronic: 2.6 %
thermal vibration at bead T: 0.0015 eV
atom decay time (V/S 4 cm, loss 0.01): 25 ms
bead cooling time: 82 s
```
